# Forces on ions with ultrasoft pseudopotentials: derivation and numerical test, part 2

The problem is the force on ion \(I\) for an ultrasoft pseudopotential. Hartree atomic units are used, \(n\) is the electron number density, and every \(V\) is the potential energy of an electron. At self-consistency, in a basis that does not move with the atoms, with fixed occupations \(f_i\) and no core charge,

\[
\mathbf F_I=-\frac{\partial U}{\partial \mathbf R_I}-\int \frac{\partial V^I_{\rm loc}}{\partial \mathbf R_I}\,n\,d^3r-\sum_{nm}\rho^I_{nm}\int V_{\rm eff}\,\frac{\partial Q^I_{nm}}{\partial \mathbf R_I}\,d^3r-\sum_i f_i\sum_{nm}\big(D^I_{nm}-\varepsilon_i q^I_{nm}\big)\frac{\partial \rho^{I,i}_{nm}}{\partial \mathbf R_I}.
\tag{1}
\]

Here \(U\) is the ion–ion energy and \(V_{\rm eff}=V_{\rm loc}+V_H+V_{xc}\), with \(V_{\rm loc}=\sum_IV^I_{\rm loc}\). Each ion carries real projectors \(\beta^I_n\), augmentation functions \(Q^I_{nm}\) with integrals \(q^I_{nm}\), and bare coefficients \(D^{0,I}_{nm}\). For orbitals \(\psi_i\), \(\rho^{I,i}_{nm}=\langle\psi_i|\beta^I_n\rangle\langle\beta^I_m|\psi_i\rangle\) and \(\rho^I_{nm}=\sum_if_i\rho^{I,i}_{nm}\). The density \(n\) is the soft part \(\sum_if_i|\psi_i|^2\) plus the augmentation part \(\sum_In^I_{\rm aug}\), with \(n^I_{\rm aug}=\sum_{nm}\rho^I_{nm}Q^I_{nm}\). The Hamiltonian is

\[
H=-\tfrac12\nabla^2+V_{\rm eff}+\sum_{I,nm}D^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|,\qquad D^I_{nm}=D^{0,I}_{nm}+\int V_{\rm eff}\,Q^I_{nm}\,d^3r .
\tag{5}
\]

Canonical orbitals obey \(H|\psi_i\rangle=\varepsilon_iS|\psi_i\rangle\) and \(\langle\psi_i|S|\psi_j\rangle=\delta_{ij}\), with \(S=1+\sum_{I,nm}q^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|\).

Let \(R\) be one coordinate of ion \(I\), \(\partial\) the derivative with respect to it at fixed orbitals, \(E\) the total energy, and \(\Lambda_{ij}=f_i\langle\psi_j|H|\psi_i\rangle\). Then

\[
\frac{dE}{dR}=\partial E-\sum_{ij}\Lambda_{ij}\langle\psi_i|\partial S|\psi_j\rangle
\;\;\longrightarrow\;\;
\partial E-\sum_i f_i\varepsilon_i\langle\psi_i|\partial S|\psi_i\rangle ,
\tag{10}
\]

the last form for canonical orbitals, and

\[
\langle\psi_i|\partial S|\psi_i\rangle=\sum_{nm}q^I_{nm}\,\partial\rho^{I,i}_{nm}.
\tag{13}
\]

A shift \(V_{\rm eff}\to V_{\rm eff}+c\) gives \(D^I_{nm}\to D^I_{nm}+cq^I_{nm}\) and \(\varepsilon_i\to\varepsilon_i+c\), and leaves the force unchanged. The same-atom pieces of the second and third terms of (1), from \(\int V^I_{\rm loc}n^I_{\rm aug}\,d^3r\), cancel.

For Fermi–Dirac occupations at temperature \(T\), with electronic entropy \(\mathcal S\) and free energy \(A=E-T\mathcal S\), formula (1) gives

\[
F=-\frac{dA}{dR},\qquad\text{while}\qquad -\frac{dE}{dR}=F-T\frac{d\mathcal S}{dR}.
\tag{14}
\]

With a nonlinear core correction, \(E_{xc}[n]\) becomes \(E_{xc}[n+n_c]\), where \(n_c=\sum_In_c^I(\mathbf r-\mathbf R_I)\), and \(V_{xc}\) is evaluated at \(n+n_c\). This adds a fifth term to (1):

\[
\mathbf F_I^{\rm core}=-\int V_{xc}\,\frac{\partial n^I_c}{\partial\mathbf R_I}\,d^3r .
\tag{15}
\]

Only \(V_{xc}\) appears, because the core charge enters neither the Hartree nor the local term.

In a periodic cell of volume \(\Omega\) every term takes a closed form. Periodic functions are expanded as \(V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), and an atom-centred function \(h\) has the transform \(\tilde h(\mathbf G)=\int e^{-i\mathbf G\cdot\mathbf r}h(\mathbf r)\,d^3r\). Placed at \(\mathbf R_I\) and repeated over lattice vectors \(\mathbf t\), it has Fourier coefficients \(\Omega^{-1}\tilde h(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}\), because the integral over the cell of the lattice sum is the integral over all space of one copy, and the shift by \(\mathbf R_I\) produces the phase. All dependence on \(\mathbf R_I\) is in this phase, so \(\partial/\partial\mathbf R_I\to-i\mathbf G\). For two real periodic functions \(\int_\Omega ab=\Omega\sum_{\mathbf G}a^*_{\mathbf G}b_{\mathbf G}\). At the \(\Gamma\) point, with \(\psi_i=\Omega^{-1/2}\sum c_{\mathbf Gi}e^{i\mathbf G\cdot\mathbf r}\),

\[
\mathbf F^{\rm loc}_I=-\sum_{\mathbf G}\big[-i\mathbf G\,\tilde V^I_{\rm loc}\,e^{-i\mathbf G\cdot\mathbf R_I}\big]^*n_{\mathbf G},\qquad
\mathbf F^{Q}_I=-\sum_{nm}\rho^I_{nm}\sum_{\mathbf G}V^*_{{\rm eff},\mathbf G}\,(-i\mathbf G)\,\tilde Q^I_{nm}\,e^{-i\mathbf G\cdot\mathbf R_I},
\]

\[
\langle\beta^I_m|\psi_i\rangle=\Omega^{-1/2}\sum_{\mathbf G}\tilde\beta^{I*}_m\,e^{+i\mathbf G\cdot\mathbf R_I}c_{\mathbf Gi},\qquad
\langle\partial\beta^I_m|\psi_i\rangle=\Omega^{-1/2}\sum_{\mathbf G}(+i\mathbf G)\,\tilde\beta^{I*}_m\,e^{+i\mathbf G\cdot\mathbf R_I}c_{\mathbf Gi}.
\]

The sign of \(i\mathbf G\) is reversed in the last expression because the projector stands in the bra. At a general wave vector \(\mathbf k\) the orbital is expanded in \(e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), so the same integral gives the projections with \(\mathbf G\) replaced by \(\mathbf k+\mathbf G\), and the index \(i\) includes \(\mathbf k\), whose weight is absorbed in \(f_i\); the model below uses the \(\Gamma\) point only.

The Coulomb terms diverge separately at \(\mathbf G=0\). The Hartree energy, the Coulomb tail \(-Z_I/r\) of the local term and \(U\) are together the electrostatic energy of the total charge, electrons plus point ions, without the self-energy of each point ion. Before that subtraction it is \(\Omega/2\) times the sum over \(\mathbf G\) of \(4\pi/G^2\) times the squared modulus of the Fourier coefficient of the total charge. In a neutral cell the coefficient at \(\mathbf G=0\) vanishes, and the \(\mathbf G=0\) term is dropped from all three at once; this fixes the average electrostatic potential at zero. What remains at \(\mathbf G=0\) is the short-range part of the local potential, \(N\sum_I\alpha_I/\Omega\) with \(\alpha_I=\int(V^I_{\rm loc}+Z_I/r)\,d^3r\). It is a constant shift of \(V_{\rm eff}\) and gives no force. The ions then interact through the kernel \(v(\mathbf r)=(4\pi/\Omega)\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r}/G^2\), and

\[
U=\tfrac12\sum_{I\ne J}Z_IZ_J\,v(\mathbf R_I-\mathbf R_J)+\tfrac12\sum_IZ_I^2\lim_{r\to0}\big[v(\mathbf r)-1/r\big],
\]

where the subtraction removes the interaction of an ion with itself but keeps that with its images.

To sum this, split \(1/r={\rm erf}(\eta r)/r+{\rm erfc}(\eta r)/r\). The Laplacian of the first part is \(r^{-1}\,d^2{\rm erf}(\eta r)/dr^2=-(4\eta^3/\sqrt\pi)e^{-\eta^2r^2}\), which is \(-4\pi\) times the unit Gaussian \((\eta^2/\pi)^{3/2}e^{-\eta^2r^2}\) with transform \(e^{-G^2/4\eta^2}\). The transform of \({\rm erf}(\eta r)/r\) is therefore \(4\pi w(G)\) with \(w=e^{-G^2/4\eta^2}/G^2\), and that of \({\rm erfc}(\eta r)/r\) is \(4\pi(1-e^{-G^2/4\eta^2})/G^2\), which tends to \(\pi/\eta^2\) at \(G=0\). The lattice sum of the short-range part contains its \(\mathbf G=0\) coefficient and \(v\) does not, so

\[
v(\mathbf r)=\sum_{\mathbf t}\frac{{\rm erfc}(\eta|\mathbf r+\mathbf t|)}{|\mathbf r+\mathbf t|}-\frac{\pi}{\eta^2\Omega}+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}w(G)\,e^{i\mathbf G\cdot\mathbf r}.
\]

In the self term, \({\rm erfc}(\eta r)/r-1/r=-{\rm erf}(\eta r)/r\to-2\eta/\sqrt\pi\). Collecting, with \(\mathbf d=\mathbf R_I-\mathbf R_J+\mathbf t\) and the prime excluding \(d=0\),

\[
U=\tfrac12{\sum_{IJ\mathbf t}}'Z_IZ_J\frac{{\rm erfc}(\eta d)}{d}+\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}w\Big|\sum_JZ_Je^{-i\mathbf G\cdot\mathbf R_J}\Big|^2-\frac{\eta}{\sqrt\pi}\sum_IZ_I^2-\frac{\pi\big(\sum_IZ_I\big)^2}{2\eta^2\Omega}.
\]

The last two terms are constants. In the first, the entries \((I,J,\mathbf t)\) and \((J,I,-\mathbf t)\) have the same \(d\), which cancels the factor \(\tfrac12\), the entries with \(J=I\) do not depend on position, and \(-\frac{d}{dd}[{\rm erfc}(\eta d)/d]={\rm erfc}(\eta d)/d^2+(2\eta/\sqrt\pi)e^{-\eta^2d^2}/d\). In the second, the squared modulus is \(\sum_{JK}Z_JZ_K\cos[\mathbf G\cdot(\mathbf R_J-\mathbf R_K)]\), whose gradient with respect to \(\mathbf R_I\) is \(-2\mathbf GZ_I\sum_JZ_J\sin[\mathbf G\cdot(\mathbf R_I-\mathbf R_J)]\). The Ewald force is

\[
-\frac{\partial U}{\partial\mathbf R_I}=Z_I\sum_{J\ne I,\mathbf t}Z_J\Big[\frac{{\rm erfc}(\eta d)}{d^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2d^2}}{d^2}\Big]\mathbf d+\frac{4\pi Z_I}{\Omega}\sum_{\mathbf G\ne0}w\,\mathbf G\sum_JZ_J\sin[\mathbf G\cdot(\mathbf R_I-\mathbf R_J)].
\]

The program tests that energy and force are the same for two values of \(\eta\) and that the force is the finite-difference slope of the energy.

A small model, with round parameters and no element behind it, puts numbers on each term; the program that solves it and its output are printed after this text. Two unlike ions with \(Z=2\) sit in a periodic cube of side 6 bohr, A at \((1.0,1.2,0.9)\) and B at \((3.1,1.9,1.4)\) bohr, 2.2694 bohr apart. Four electrons fill two orbitals at the \(\Gamma\) point, expanded in 171 plane waves with kinetic energies up to 6.03 Ha; densities and potentials live on a \(17^3\) grid. The exchange-correlation energy is Slater exchange, \(E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}\), with \(V_x=-(3n/\pi)^{1/3}\). The local potential is \(-Z\,{\rm erf}(r/\sqrt2r_{\rm loc})/r\); the transform found above with \(\eta=1/(\sqrt2r_{\rm loc})\) gives \(-4\pi Ze^{-G^2r_{\rm loc}^2/2}/G^2\), and expanding the exponential gives \(\alpha=2\pi Zr_{\rm loc}^2\). The projectors are \(\beta_s=(\pi b^2)^{-3/4}e^{-r^2/2b^2}\) and \(\beta_a=\sqrt2(x_a/b)\beta_s\), normalized because \(\langle x_a^2\rangle=b^2/2\) in \(\beta_s^2\). With the unit Gaussian \(g=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}\),

\[
Q_{ss}=q_s\,g,\qquad Q_{sa}=\sqrt{q_sq_p}\,\frac{x_a}{\sigma}\,g,\qquad Q_{ab}=q_p\,\frac{x_ax_b}{\sigma^2}\,g .
\]

These have the form \(u_nu_mg\) with \(u=(\sqrt{q_s},\sqrt{q_p}\,x_a/\sigma)\), so \(n^I_{\rm aug}=g\sum_if_i|\sum_mu_m\langle\beta_m|\psi_i\rangle|^2\) is nowhere negative. A factor \(x_a\) becomes \(i\,\partial/\partial G_a\) under the transform. From \(\tilde g=e^{-\sigma^2G^2/2}\) follow \(\tilde Q_{sa}=\sqrt{q_sq_p}\,(-i\sigma G_a)\tilde g\) and \(\tilde Q_{ab}=q_p(\delta_{ab}-\sigma^2G_aG_b)\tilde g\), and likewise \(\tilde\beta_s=(\pi b^2)^{-3/4}(2\pi b^2)^{3/2}e^{-b^2G^2/2}\) and \(\tilde\beta_a=-i\sqrt2\,bG_a\tilde\beta_s\). At \(\mathbf G=0\) one reads \(q_{ss}=q_s\), \(q_{sa}=0\), \(q_{ab}=q_p\delta_{ab}\); the transforms of \(Q\) and the values of \(q\) are tested against the real-space definitions. For A, \(r_{\rm loc},b,\sigma=0.4,0.7,0.6\) bohr, \(q_s,q_p=0.3,0.2\), and the diagonal \(D^0_s,D^0_p=0.2,0.1\) Ha. For B the values are \(0.5,0.8,0.65\) bohr, \(0.2,0.1\), and \(0.1,0.2\) Ha. The basis and the grid are part of the definition of the model, and no convergence with respect to them is claimed. Six decimals are carried only so that the identities can be followed in the arithmetic, where rounding may move the last digit by one.

The self-consistent energy is the sum of the kinetic, bare nonlocal, local, Hartree, exchange and Ewald parts,

\[
1.893551+0.397673-3.405100+1.033088-1.217008-1.805650=-3.103446\ \text{Ha}.
\]

The occupied levels lie at \(\varepsilon_1=-0.377451\) and \(\varepsilon_2=+0.042262\) Ha, and the first empty level at \(0.158599\) Ha leaves a gap of \(0.116337\) Ha, so fixed occupations \(f_1=f_2=2\) are well defined. The positive \(\varepsilon_2\) refers to the periodic zero of energy described above. The soft density holds 3.366797 electrons and the augmentation density 0.633203, four in all. On A the screening turns \(D^0_s=0.2\) Ha into \(D_{ss}=-0.119408\) Ha; the difference \(-0.319408\) Ha divided by \(q_s=0.3\) is the average of \(V_{\rm eff}\) over \(g\), about \(-1.06\) Ha. The element \(D_{sx}=-0.020288\) Ha has no bare part and \(q_{sx}=0\).

The four terms of (1) on ion A are, in Ha/bohr,

\[
\begin{array}{lrrr}
 & x & y & z\\
\text{ion–ion} & -0.511870 & -0.216323 & -0.155851\\
\text{local on full } n & +0.202083 & +0.078290 & +0.056041\\
V_{\rm eff}\,\partial Q & +0.068901 & +0.030647 & +0.022165\\
D-\varepsilon q & -0.049859 & -0.022709 & -0.016418\\
\text{total} & -0.290745 & -0.130094 & -0.094063
\end{array}
\]

which is \((-14.95,-6.69,-4.84)\) eV/Å at 51.4221 eV/Å per Ha/bohr. Ion A is pushed away from B. Finite differences of energies re-converged at displaced geometries give the same three components, and \(+0.290745\) Ha/bohr for the \(x\) component on B. The test demands agreement within \(10^{-7}\) Ha/bohr, and the largest deviation found among these four components is \(4.8\times10^{-12}\) Ha/bohr.

The projector term in \(x\) can be rebuilt orbital by orbital. The output gives \(\sum D\,\partial\rho^{A,i}=-0.010306\) and \(+0.023363\) Ha/bohr, and \(\sum q\,\partial\rho^{A,i}=+0.030081\) and \(-0.012280\) bohr\(^{-1}\), for \(i=1,2\). Then

\[
i=1:\quad -0.010306-(-0.377451)(0.030081)=-0.010306+0.011354=+0.001048,
\]
\[
i=2:\quad +0.023363-(0.042262)(-0.012280)=0.023363+0.000519=+0.023882,
\]

and \(-2(0.001048+0.023882)=-0.049860\) Ha/bohr, matching the table to rounding. At this zero of energy the two parts nearly cancel for the lower orbital (only their sum is independent of that zero), and the upper orbital supplies most of the term. Summed the other way, the \(D\) part is \(-2(-0.010306+0.023363)=-0.026114\) and the \(\varepsilon q\) part is \(2(-0.011354-0.000519)=-0.023746\) Ha/bohr. The latter is isolated by a test that does not use the formula: moving A under frozen orbital coefficients gives the slope \(-\partial E=-0.266999\) Ha/bohr, and the self-consistent slope minus this is \(-0.290745+0.266999=-0.023746\) Ha/bohr, as (10) and (13) require. Leaving the term out would, at this zero of energy, reduce the magnitude of the \(x\) force by \(0.023746/0.290745\), about 8% of the correct total.

That fraction depends on the convention. Raising \(V_{\rm eff}\) by \(c=0.5\) Ha should move the \(D\) part by \(-c\sum_if_i\sum q\,\partial\rho=-0.5\times2\times(0.030081-0.012280)=-0.017801\) Ha/bohr. A new diagonalization with the shifted potential gives a \(D\) part of \(-0.043915\) and an \(\varepsilon q\) part of \(-0.005945\) Ha/bohr, against \(-0.026113-0.017801=-0.043914\) and \(-0.023746+0.017801=-0.005945\). The program asserts that the four lowest eigenvalues rise by \(c\) and that the total force stays the same. A complex unitary mixing of the two occupied orbitals, with \(\partial S\) taken by finite difference, returns \(-0.023746\) Ha/bohr from the full \(\Lambda\) sum and \(-0.004567\) Ha/bohr from its diagonal.

The local term in \(x\) is \(0.167826\) from the soft density plus \(0.034257\) Ha/bohr from the augmentation density; the second is about 12% of the total force in magnitude. It contains the same-atom piece, \(-0.026152\) Ha/bohr, whose partner in the \(\partial Q\) term is \(+0.026152\) Ha/bohr; both were obtained by displacing one factor of \(\int V^A_{\rm loc}n^A_{\rm aug}\) at a time. The sign follows from \(\rho^A_{sx}=-0.064484\). In the cell \(V^A_{\rm loc}\) is the lattice sum with the Coulomb \(\mathbf G=0\) term dropped, which has cubic rather than spherical symmetry about \(\mathbf R_A\). The piece therefore includes the uniform background left by that convention, whose Laplacian \(-4\pi Z/\Omega\) adds \(2\rho^A_{sx}\sqrt{q_sq_p}\,(\sigma/3)(-4\pi Z/\Omega)=+0.000735\) Ha/bohr to the \(-0.026888\) Ha/bohr of a single isolated ion. The \(x\) derivative of this potential is still odd in \(x\) and even in \(y\) and \(z\), so only \(Q_{sx}\) contributes; a negative \(\rho_{sx}\) displaces the cloud toward \(-x\), and the attractive ion is drawn after it. What is left, \(0.034257+0.026152=0.060409\) Ha/bohr, is the pull of the cloud of B and its images on ion A.

Part of the \(\partial Q\) term can be checked from \(D_{sx}\), because in this model \(\partial Q_{ss}/\partial R_x\) and \(Q_{sx}\) are proportional: their transforms are \(q_s(-iG_x)\tilde g\) and \(\sqrt{q_sq_p}\,\sigma(-iG_x)\tilde g\). Hence \(\int V_{\rm eff}\,\partial_{R_x}Q_{ss}=q_sD_{sx}/(\sigma\sqrt{q_sq_p})\). With \(\sqrt{0.3\times0.2}=0.244949\), the average slope of the potential over \(g\) is \(D_{sx}/(\sigma\sqrt{q_sq_p})=-0.020288/0.146969=-0.1380\) Ha/bohr, falling toward B. The \(s\)–\(s\) part of the cloud holds \(\rho_{ss}q_s=1.175541\times0.3=0.3527\) electrons and is pulled with \(0.3527\times0.1380=+0.0487\) Ha/bohr. The remaining \(0.0202\) of the \(0.0689\) Ha/bohr comes from the \(s\)–\(p\) and \(p\)–\(p\) functions.

On ion B the \(x\) terms are \(0.511870-0.289237-0.037237+0.105349=0.290745\) Ha/bohr. The ion–ion terms on A and B are equal and opposite, the electronic ones are not (the local terms are \(+0.202\) and \(-0.289\)), and the totals balance. The balance is not perfect: the largest component of \(\mathbf F_A+\mathbf F_B\) is \(1.9\times10^{-7}\) Ha/bohr, far above the deviation from finite differences. The reason lies in the discretized energy, not in the force formula. A translation multiplies each \(c_{\mathbf Gi}\) by \(e^{-i\mathbf G\cdot\mathbf a}\) and keeps the orbitals in the basis, and the kinetic, nonlocal, local and Hartree terms, evaluated as Fourier sums, are exactly invariant, as is the converged Ewald sum. The exchange energy is a sum of \(n^{4/3}\) over fixed grid points; \(n^{4/3}\) has Fourier components beyond the grid, so this sum depends slightly on the position of the density relative to the grid. Since \(V_x\) at the grid points is the exact derivative of that sum, (1) remains the exact slope of the discretized energy and reproduces its small lack of invariance. The force is also not directed along the A–B line: \(F_y/F_x=0.130094/0.290745=0.447\), while the separation \((2.1,0.7,0.5)\) bohr has \(0.7/2.1=0.333\). All atomic functions of the model transform properly under rotations, so an isolated pair in a state of axial symmetry would have a force along its axis; the cubic lattice is the only element that singles out other directions, and the Ewald term alone already has the ratio \(0.216323/0.511870=0.423\).

A second run tests (14) and (15) together, with \(kT=0.1\) Ha and a Gaussian core charge of 0.5 electrons and width 0.6 bohr on each ion. This \(kT\) is close to the gap of the first run, and the four lowest occupations become \(1.981\), \(1.283\), \(0.471\) and \(0.084\), with \(T\mathcal S=0.369\) Ha. For the \(x\) force on A the four terms of (1) give \(-0.171152\) Ha/bohr and the core term \(+0.014087\), in sum \(-0.157065\) Ha/bohr. The finite-difference slope \(-d(E-T\mathcal S)/dR\) is \(-0.157065\) Ha/bohr. Without the core term the magnitude would be too large by \(0.014087/0.157065\), about 9% of the correct force. The slope of the internal energy is \(-dE/dR=-0.206836\) Ha/bohr, so by (14) \(T\,d\mathcal S/dR=-0.157065+0.206836=+0.049771\) Ha/bohr, about 32% of the force at this deliberately large smearing. The program asserts the agreement with the free-energy slope and the disagreement of both uncorrected versions.

## Calculated quantities

```
cell L = 6.0 bohr, grid 17^3, plane waves 171, cutoff 6.0314 Ha, electrons 4
atom A: R = [1.  1.2 0.9] bohr, Z = 2.0, rloc, b, sig = 0.4, 0.7, 0.6 bohr
atom A: qs, qp = 0.3, 0.2; D0s, D0p = 0.2, 0.1 Ha
atom B: R = [3.1 1.9 1.4] bohr, Z = 2.0, rloc, b, sig = 0.5, 0.8, 0.65 bohr
atom B: qs, qp = 0.2, 0.1; D0s, D0p = 0.1, 0.2 Ha
A-B distance = 2.2694 bohr
energy kin = +1.893551 Ha
energy nl = +0.397673 Ha
energy loc = -3.405100 Ha
energy H = +1.033088 Ha
energy x = -1.217008 Ha
energy ion = -1.805650 Ha
energy total = -3.103446 Ha
eps 1,2,3 = -0.377451 +0.042262 +0.158599 Ha, gap = 0.116337 Ha
charge soft = 3.366797 e, augmentation = 0.633203 e
rho_A ss, sx, xx = +1.175541 -0.064484 +0.082182
D_A ss, sx, xx = -0.119408 -0.020288 -0.049574 Ha
orbital 1, A x: sum D d[..] = -0.010306 Ha/bohr, sum q d[..] = +0.030081 1/bohr
orbital 2, A x: sum D d[..] = +0.023363 Ha/bohr, sum q d[..] = -0.012280 1/bohr
F_A ion = -0.511870 -0.216323 -0.155851 Ha/bohr
F_A loc_soft = +0.167826 +0.065207 +0.046685 Ha/bohr
F_A loc_aug = +0.034257 +0.013083 +0.009355 Ha/bohr
F_A Q = +0.068901 +0.030647 +0.022165 Ha/bohr
F_A D = -0.026113 -0.013202 -0.009583 Ha/bohr
F_A epsq = -0.023746 -0.009506 -0.006836 Ha/bohr
F_A local on full n = +0.202083 +0.078290 +0.056041 Ha/bohr
F_A projector D-eps q = -0.049859 -0.022709 -0.016418 Ha/bohr
F_A total = -0.290745 -0.130094 -0.094063 Ha/bohr
F_B ion = +0.511870 +0.216323 +0.155851 Ha/bohr
F_B loc_soft = -0.213658 -0.075432 -0.053759 Ha/bohr
F_B loc_aug = -0.075579 -0.030815 -0.022165 Ha/bohr
F_B Q = -0.037237 -0.018022 -0.013080 Ha/bohr
F_B D = +0.086225 +0.030403 +0.021723 Ha/bohr
F_B epsq = +0.019124 +0.007638 +0.005493 Ha/bohr
F_B local on full n = -0.289237 -0.106247 -0.075924 Ha/bohr
F_B projector D-eps q = +0.105349 +0.038041 +0.027216 Ha/bohr
F_B total = +0.290745 +0.130094 +0.094063 Ha/bohr
F_A total = -14.950727 -6.689696 -4.836922 eV/Angstrom (1 Ha/bohr = 51.4221)
finite difference F_A = -0.290745 -0.130094 -0.094063 Ha/bohr
finite difference F_B x = +0.290745 Ha/bohr; largest deviation = 4.8e-12 Ha/bohr
largest component of F_A + F_B = 1.9e-07 Ha/bohr
frozen-orbital slope A x = -0.266999, SCF minus frozen = -0.023746 Ha/bohr
shift 0.5 Ha, A x: D part = -0.043915, eps q part = -0.005945 Ha/bohr
mixed orbitals, A x: full Lambda = -0.023746, diagonal only = -0.004567 Ha/bohr
same-atom pieces, A x: dVloc = -0.026152, dQ = +0.026152 Ha/bohr
second run: kT = 0.1 Ha, core charge 0.5 e, width 0.6 bohr
occupations 1-4 = +1.980814 +1.282569 +0.471188 +0.083810, TS = 0.369012 Ha
A x: four terms = -0.171152, core term = +0.014087, sum = -0.157065 Ha/bohr
A x: -d(E-TS)/dR = -0.157065, -dE/dR = -0.206836 Ha/bohr
```
